# Bardeen's Effective Mass in the Spherical Cellular Method

## Definitions and conventions

Hartree atomic units are used: $\hbar=m=e=1$, lengths in bohr, energies in hartree. The Wigner–Seitz cell of a crystal with one atom per cell is replaced by a sphere of the same volume,

$$\Omega=\frac{4\pi}{3}R^3 .$$

One electron moves in the sphere in a local, spherically symmetric potential $V(r)$, with $H=-\tfrac12\nabla^2+V(r)$. A prime denotes $\partial/\partial r$, which on the surface is the outward normal derivative. The wave vector $\mathbf k$ lies along $z$, and $\theta$ is the angle between $\mathbf k$ and $\mathbf r$.

The state at $k=0$ is the s state $\psi_0(r)=R_0(r)/\sqrt{4\pi}$ with energy $E_0$, normalized in the sphere:

$$\int_{r<R}\psi_0^2\,d^3r=\int_0^R R_0^2\,r^2dr=1 .$$

The function $R_1(r)$ is the radial p wave, regular at the origin and calculated **at the same energy** $E_0$. Its normalization is arbitrary, because it enters through its logarithmic derivative

$$D_1=\frac{R\,R_1'(R)}{R_1(R)} .$$

The result to be derived is

$$E(k)=E_0+\frac{k^2}{2}\frac{m}{m^*}+O(k^4),\qquad \frac{m}{m^*}=\Omega\,\psi_0(R)^2\,D_1. \tag{1}$$

If the radial equation is solved for $P=rR_1$, then $RP'(R)/P(R)=1+D_1$, so the last factor is

$$D_1=\frac{R\,P'(R)}{P(R)}-1 .$$

Two assumptions are made: $R_1(R)\neq0$ at $E_0$, and $E_0$ is not degenerate with any other level of the $k=0$ problem. The first is contained in the second, as shown below. Equation (1) is then the correct $k^2$ coefficient of the spherical boundary problem. For a crystal with polyhedral cells it is an approximation.

## Bloch conditions on the sphere

Opposite faces of a polyhedral cell are connected by a lattice vector $\mathbf T$, and $\psi(\mathbf r+\mathbf T)=e^{i\mathbf k\cdot\mathbf T}\psi(\mathbf r)$. The spherical model connects antipodal points $\pm R\mathbf n$, so $\mathbf T$ is replaced by $2R\mathbf n$. With $\alpha=\mathbf k\cdot\mathbf n\,R=kR\cos\theta$,

$$\psi(R\mathbf n)=e^{2i\alpha}\psi(-R\mathbf n),\qquad \psi'(R\mathbf n)=-e^{2i\alpha}\psi'(-R\mathbf n). \tag{2}$$

The minus sign arises because the outward normals at the two points are opposite.

These conditions make $H$ Hermitian. For two functions $\phi,\chi$ obeying (2),

$$\phi^*\chi'\big|_{R\mathbf n}=e^{-2i\alpha}\phi^*(-R\mathbf n)\left[-e^{2i\alpha}\chi'(-R\mathbf n)\right]=-\phi^*\chi'\big|_{-R\mathbf n},$$

and the same holds for $\phi'^*\chi$. The surface terms of Green's identity therefore cancel in antipodal pairs.

Now split $\psi=g+h$ into its even part $g$ and odd part $h$ under $\mathbf r\to-\mathbf r$. The radial derivative preserves parity, so at $-R\mathbf n$ the function is $g-h$ and its outward slope is $g'-h'$, all evaluated at $R\mathbf n$. Equation (2) gives

$$g+h=e^{2i\alpha}(g-h)\;\Rightarrow\; h\,(1+e^{2i\alpha})=g\,(e^{2i\alpha}-1),$$

$$g'+h'=-e^{2i\alpha}(g'-h')\;\Rightarrow\; g'(1+e^{2i\alpha})=h'(e^{2i\alpha}-1).$$

Since $(e^{2i\alpha}-1)/(e^{2i\alpha}+1)=i\tan\alpha$, on the surface

$$h=i\tan\alpha\;g,\qquad g'=i\tan\alpha\;h'. \tag{3}$$

At $k=0$ odd states vanish at $R$ and even states have zero slope there. A p wave with $R_1(R)=0$ at $E_0$ would thus be a second $k=0$ level at that energy, which is why the first assumption follows from the second.

## Why an expansion in $k$ is allowed

The conditions (2) depend on $k$. This dependence is removed by writing $\psi=e^{i\mathbf k\cdot\mathbf r}u$. The first condition becomes $u(R\mathbf n)=u(-R\mathbf n)$. For the slopes,

$$\psi'(\pm R\mathbf n)=e^{\pm i\alpha}\left[u'(\pm R\mathbf n)\pm i(\mathbf k\cdot\mathbf n)\,u(\pm R\mathbf n)\right].$$

Insertion in (2) gives

$$u'(R\mathbf n)+i(\mathbf k\cdot\mathbf n)u(R\mathbf n)=-u'(-R\mathbf n)+i(\mathbf k\cdot\mathbf n)u(-R\mathbf n).$$

The terms in $u$ cancel, leaving $u'(R\mathbf n)=-u'(-R\mathbf n)$. Hence for every $k$ the odd part of $u$ vanishes at $R$ and the even part has zero slope. On this fixed set of functions the Hamiltonian is

$$H_k=\tfrac12(\mathbf p+\mathbf k)^2+V=H+k\,p_z+\tfrac12k^2,\qquad p_z=-i\partial_z. \tag{4}$$

An isolated, non-degenerate level of this family can be expanded in powers of $k$. Inversion turns a solution for $\mathbf k$ into one for $-\mathbf k$ with the same energy, so $E(k)$ contains even powers and the linear term is absent.

## Derivation from the boundary conditions

**Order $k^0$.** Here $g=\psi_0$ and $h=0$, and (3) requires $R_0'(R)=0$. This fixes $E_0$.

**Order $k^1$.** Write $\psi=\psi_0+k\psi_1+k^2\psi_2+\dots$. Because the energy has no linear term, $(H-E_0)\psi_1=0$. The even part of $\psi_1$ has zero slope at $R$, since $h$ vanishes at order $k^0$. By non-degeneracy it is a multiple of $\psi_0$, and it is removed by the choice of normalization. The odd part follows from $\tan\alpha\simeq kR\cos\theta$:

$$\psi_1(R\mathbf n)=iR\cos\theta\,\psi_0(R).$$

The solution of the wave equation at $E_0$ with these surface values is

$$\psi_1(\mathbf r)=iR\,\psi_0(R)\,\frac{R_1(r)}{R_1(R)}\cos\theta . \tag{5}$$

It is unique, because the difference of two such solutions would be an odd state vanishing at $R$, again a degenerate level. The s amplitude at the surface thus sets the size of the p wave that carries the Bloch phase across the cell.

**Order $k^2$.** The second relation in (3), with $h'=k\psi_1'$, gives

$$g'(R\mathbf n)=i(kR\cos\theta)\,k\left[iR\cos\theta\,\psi_0(R)\frac{R_1'(R)}{R_1(R)}\right]=-k^2R\cos^2\theta\;\psi_0(R)\,D_1. \tag{6}$$

Since $\cos^2\theta=\tfrac13+\tfrac23P_2(\cos\theta)$, this slope has an s part and a d part. The d part determines the d wave in $\psi_2$. That can be done unless a d wave at $E_0$ has zero slope at $R$, which non-degeneracy excludes. The d part integrates to zero over the sphere and does not affect the energy at this order.

**Energy.** Apply Green's identity to $\psi_0$ and $\psi$. The potential terms cancel, and $\psi_0'(R)=0$:

$$(E-E_0)\int\psi_0\psi\,d^3r=-\frac12\oint(\psi_0\psi'-\psi\psi_0')\,dS=-\frac12\psi_0(R)\oint\psi'\,dS .$$

The odd part of $\psi'$ integrates to zero. With (6) and the angular integral $\int\cos^2\theta\,d\omega=4\pi/3$ over solid angle $\omega$,

$$\oint\psi'\,dS=-k^2R^3\,\frac{4\pi}{3}\,\psi_0(R)D_1=-k^2\,\Omega\,\psi_0(R)D_1 .$$

The overlap on the left is $1+O(k^2)$, and its correction affects the energy at order $k^4$. Therefore

$$E-E_0=\frac{k^2}{2}\,\Omega\,\psi_0(R)^2D_1+O(k^4),$$

which is (1). The factor $\Omega\psi_0(R)^2$ is the density at the cell surface relative to the mean density in the cell.

## The empty lattice

For $V=0$ the lowest zero-slope s state is constant, so $E_0=0$ and $\psi_0^2=1/\Omega$. At zero energy the regular p wave is $R_1\propto r$, so $D_1=1$. Then

$$\frac{m}{m^*}=\Omega\cdot\frac1\Omega\cdot1=1 .$$

In terms of $P\propto r^2$ the second factor is $2-1=1$. A constant potential shifts $E_0$ by the same constant and leaves both factors unchanged.

A stronger statement holds. The plane wave $e^{i\mathbf k\cdot\mathbf r}$ corresponds to $u=1$, which satisfies the conditions on $u$, and $H_k1=k^2/2$. The spherical model therefore contains the free-electron branch $E=k^2/2$ for every $k$, without corrections of higher order.

## The same result from momentum matrix elements

Equation (4) also gives the mass by second-order perturbation theory:

$$\frac{m}{m^*}=1-2\sum_n\frac{|\langle n|p_z|\psi_0\rangle|^2}{E_n-E_0}. \tag{7}$$

The operator $p_z$ connects an s state with p states, which here vanish at $R$. Write such a state as $\sqrt{3/4\pi}\cos\theta\,R_n(r)$, with $\int_0^R R_n^2r^2dr=1$. Since $p_z\psi_0=-i\cos\theta\,R_0'/\sqrt{4\pi}$,

$$\langle n|p_z|\psi_0\rangle=-i\,\frac{\sqrt3}{4\pi}\,\frac{4\pi}{3}\,I_n=-\frac{i}{\sqrt3}I_n,\qquad I_n=\int_0^RR_nR_0'\,r^2dr,$$

$$\frac{m}{m^*}=1-\frac23\sum_n\frac{I_n^2}{E_n-E_0}. \tag{8}$$

Levels above $E_0$ lower $m/m^*$, and levels below raise it. In the empty lattice $R_0'=0$, so every term vanishes.

The sum can be evaluated in closed form. Let $u_1$ be the first-order change of $u$. Then $(H-E_0)u_1=-p_z\psi_0$, and (7) reads $m/m^*=1+2\langle\psi_0|p_z|u_1\rangle$. Expanding $u=e^{-ikz}\psi$ gives $u_1=\psi_1-iz\psi_0$, which vanishes at $R$ as required. The two parts are treated separately.

For the second part, $p_z(-iz\psi_0)=-\psi_0-z\,\partial_z\psi_0$. Partial integration, with $\oint z\,n_z\,dS=\Omega$, gives

$$\int\psi_0z\,\partial_z\psi_0\,d^3r=\tfrac12\int z\,\partial_z(\psi_0^2)\,d^3r=\tfrac12\left[\Omega\psi_0(R)^2-1\right].$$

Together with the leading 1 in $m/m^*$ this yields

$$1+2\left\{-1-\tfrac12\left[\Omega\psi_0(R)^2-1\right]\right\}=-\Omega\psi_0(R)^2 .$$

For the first part write $\psi_1=if$, with $f$ real. Its contribution is $2\int\psi_0\,\partial_zf\,d^3r$. Because $(H-E_0)f=0$, one has $(H-E_0)(zf)=-\partial_zf$, and Green's identity gives

$$2\int\psi_0\,\partial_zf\,d^3r=\psi_0(R)\oint(zf)'\,dS .$$

From (5), $(zf)'=R\cos^2\theta\,\psi_0(R)(1+D_1)$ on the surface, so this contribution is $\Omega\psi_0(R)^2(1+D_1)$. Adding the two results leaves $\Omega\psi_0(R)^2D_1$, in agreement with (1).

## Limits and failure

**Energy dependence of $D_1$.** Let a dot denote $\partial/\partial E$. Differentiating the p-wave equation gives $(H-E)\dot R_1=R_1$, and Green's identity in the radial variable gives

$$\int_0^RR_1^2r^2dr=-\frac{R^2}{2}\left(R_1\dot R_1'-R_1'\dot R_1\right)_{r=R}.$$

Hence

$$\frac{dD_1}{dE}=-\frac{2}{R\,R_1(R)^2}\int_0^RR_1^2\,r^2dr<0 . \tag{9}$$

In the empty lattice at $E=0$ this is $-2R^2/5$, or $-6.4$ per hartree for $R=4$ bohr. An error of 0.01 hartree in the energy of the p wave would then change $D_1$ by about 0.06. The p wave must therefore be calculated at the converged $E_0$.

By (9), $D_1$ falls to $-\infty$ as the energy approaches a p level with $R_1(R)=0$ from below, and restarts from $+\infty$ above it. Where $D_1=0$, the $k^2$ term vanishes. Between that energy and the next p level the mass is negative. At the p level (1) fails, and the degenerate s and p states must be treated together.

**Strongly bound s state.** Suppose $V=0$ for $r>c$, $E_0=-\kappa^2/2$ and $\kappa(R-c)\gg1$, which implies $\kappa R\gg1$. A thick force-free shell is needed, because the decaying part of the p wave is of relative order $e^{-2\kappa(R-c)}$, and the change of normalization from atom to sphere is of relative order $\kappa(R-c)\,e^{-2\kappa(R-c)}$. Let the isolated atom have the tail $\psi\simeq Ae^{-\kappa r}/r$. The zero-slope condition adds a growing wave which, to leading order, doubles the surface amplitude: $\psi_0(R)\simeq2Ae^{-\kappa R}/R$. If no p level lies near $E_0$, the p wave grows as $e^{\kappa r}/r$ and $D_1\simeq\kappa R$. Then

$$\frac{m}{m^*}\simeq\frac{4\pi R^3}{3}\,\frac{4A^2e^{-2\kappa R}}{R^2}\,\kappa R=\frac{16\pi}{3}A^2\kappa R^2e^{-2\kappa R}.$$

This is the leading form for large $\kappa R$; the neglected terms are of relative order $1/(\kappa R)$. The band becomes flat because the surface density decays exponentially, while $D_1$ grows only linearly with $R$.

## Evaluation

1. Integrate the s equation outward and find the energy at which $R_0'(R)=0$. For $P_0=rR_0$ the condition is $RP_0'(R)/P_0(R)=1$. Select the required level by its number of nodes.
2. Form the amplitude factor, for which the s wave need not be normalized beforehand:

$$\Omega\psi_0(R)^2=\frac{R^3R_0(R)^2}{3\int_0^RR_0^2\,r^2dr}.$$

3. Integrate the p equation at this $E_0$, form $D_1$, and multiply.

## Worked example

The model has $R=4$ bohr, so $\Omega=268.08$ bohr³, and the well

$$V(r)=-V_0\,(1-r^2/c^2)^2\quad(r<c),\qquad V=0\quad(r\ge c),\qquad c=3\ \text{bohr}.$$

The numerical output follows this text.

**Empty lattice, $V_0=0$.** Both factors are 1.000000. The antipodal boundary problem, solved at $k=0.2$ bohr⁻¹ with waves up to $l=5$, gives $(E-E_0)/(k^2/2)=1.000000$.

**Lowest s level, $V_0=1$ hartree.** The level is $E_0=-0.20372$ hartree, and

$$\Omega\psi_0(R)^2=268.08\times0.0011788=0.3160,\qquad D_1=1.9975,$$

$$\frac{m}{m^*}=0.3160\times1.9975=0.6312,\qquad \frac{m^*}{m}=1.584 .$$

The surface density is about a third of the mean, while $D_1$ is twice its free-electron value. Neither factor alone describes the mass. All p levels lie above $E_0$, and (8) gives $1-0.3688=0.6312$.

The boundary problem at finite $k$ gives $(E-E_0)/(k^2/2)=0.62937$, $0.62366$ and $0.59965$ at $k=0.05$, $0.10$ and $0.20$ bohr⁻¹. The deviations from 0.63125 are 0.00188, 0.00759 and 0.03160. They grow by factors of 4.0 and 4.2 when $k$ doubles, as expected from a leading $k^4$ term in the energy. Eliminating that term from the two smallest $k$ gives 0.63127. At $k=0.20$ bohr⁻¹ the parabola already overestimates $E-E_0$ by about 5% of the parabolic value.

**Second s level, $V_0=4$ hartree.** Now $E_0=-0.22144$ hartree, close to the previous energy, but

$$\frac{m}{m^*}=0.4578\times2.3095=1.0573,\qquad \frac{m^*}{m}=0.946 .$$

One p level, at $-0.9724$ hartree, lies below $E_0$. In (8) it contributes $+0.6219$, and the levels above contribute $-0.5646$:

$$1+0.6219-0.5646=1.0573 .$$

The mass is near unity because two large contributions in (8) nearly cancel. In (1) both factors, 0.4578 and 2.3095, are far from their free-electron value 1, and it is their product that is close to 1. For this level the states with $l\ge2$ and the energy at finite $k$ were not calculated. Non-degeneracy with those states is therefore assumed, and the range of $k$ over which the parabola holds is not known.

**Sphere against polyhedron.** A bcc crystal with the same cell volume has $a=8.124$ bohr. Half the nearest-neighbour distance is $\sqrt3a/4=3.52$ bohr, so wells of radius 3 bohr do not overlap, and the potential around each site is that of the spherical model. For $V_0=1$ hartree a plane-wave calculation of this one-electron model gives $E_0=-0.2048$ hartree and $m/m^*=0.6287$, or $m^*/m=1.591$. The sphere places $E_0$ about 0.0010 hartree too high and $m/m^*$ about 0.0025 too high, the latter being 0.4% of the crystal value. These differences measure the replacement of the cell by a sphere for this well and this lattice. They are not a general error estimate, and the $V_0=4$ hartree level was not compared with a crystal.

## Numbers as computed

```
sphere radius R = 4.0 bohr, well radius c = 3.0 bohr
cell volume Omega = 268.0826 bohr^3
[empty] V0 = 0.0 hartree, s level number 1
  E0 = -0.000000 hartree
  psi0(R)^2 = 0.0037302 bohr^-3
  Omega*psi0(R)^2 = 1.000000
  D1 = 1.000000
  Bardeen m/m* = 1.000000, m*/m = 1.000000
  p-state sum m/m* = 1.000000
  p levels below E0: 0, their part = 0.000000
  part of p levels above E0 = 0.000000
  two lowest p levels = 0.630960, 1.864985 hartree
[shallow] V0 = 1.0 hartree, s level number 1
  E0 = -0.203720 hartree
  psi0(R)^2 = 0.0011788 bohr^-3
  Omega*psi0(R)^2 = 0.316026
  D1 = 1.997453
  Bardeen m/m* = 0.631247, m*/m = 1.584166
  p-state sum m/m* = 0.631247
  p levels below E0: 0, their part = 0.000000
  part of p levels above E0 = -0.368753
  two lowest p levels = 0.379238, 1.528036 hartree
[deep] V0 = 4.0 hartree, s level number 2
  E0 = -0.221440 hartree
  psi0(R)^2 = 0.0017077 bohr^-3
  Omega*psi0(R)^2 = 0.457798
  D1 = 2.309507
  Bardeen m/m* = 1.057287, m*/m = 0.945817
  p-state sum m/m* = 1.057287
  p levels below E0: 1, their part = 0.621885
  part of p levels above E0 = -0.564598
  two lowest p levels = -0.972411, 0.707905 hartree
[empty] boundary problem, k = 0.2 bohr^-1: (E-E0)/(k^2/2) = 1.000000
[shallow] boundary problem, k = 0.05 bohr^-1: (E-E0)/(k^2/2) = 0.629368
[shallow] boundary problem, k = 0.10 bohr^-1: (E-E0)/(k^2/2) = 0.623655
[shallow] boundary problem, k = 0.20 bohr^-1: (E-E0)/(k^2/2) = 0.599649
[shallow] extrapolated to k = 0: 0.631273
[bcc crystal] V0 = 1.0 hartree, a = 8.1239 bohr, 555 plane waves
  E0 = -0.204767 hartree, m/m* = 0.628722, m*/m = 1.590527
  sphere minus crystal: E0 0.001047 hartree
  sphere minus crystal: m/m* 0.002525
```
